Why heavy n-type doping speeds early silicon oxidation in the Ho-Plummer model

**What goes wrong**

Suppose that an oxide etch is timed for lightly doped silicon, while the wafer also carries heavily doped n-type regions. For the steam oxidation at 900 °C treated below, six minutes give 15 nm of oxide on the lightly doped surface and, in the Ho-Plummer model, 43 nm on silicon with 1×10²⁰ cm⁻³ active donors. If both oxides etch at the same rate, an etch that just clears the first leaves 28 nm on the second. Scaling every thickness by the same factor does not cure this: the ratio is 2.9 after six minutes, 2.0 after one hour and 1.3 after ten hours.

The model traces this pattern to one quantity, the rate constant of the reaction at the silicon-oxide interface. Doping raises it by adding negatively charged vacancies, which are taken to serve as reaction sites. The neutral vacancies do not increase. That vacancies play this part is the model's hypothesis, and agreement with growth rates alone would not prove it.

**Why the interface matters most in thin oxides**

Let x be the oxide thickness, D the oxidant diffusivity in the oxide, C* the oxidant concentration at the outer surface and C_s that at the silicon. Resistance in the gas is neglected and the oxidant profile is taken as steady at each thickness. The flux F that crosses the oxide must then equal the flux consumed by the reaction:

F = D(C* − C_s)/x = k_s C_s.

The second equality gives C_s = C*/(1 + k_s x/D), so

F = k_s C_s = C*/(1/k_s + x/D).

The reaction and the diffusion act as two resistances in series. If unit volume of oxide takes up N oxidant molecules, dx/dt = F/N. Multiplying numerator and denominator by 2D gives

dx/dt = B/(A + 2x), B = 2DC*/N, A = 2D/k_s.

Integration from zero initial oxide gives

x² + Ax = Bt,

x = ½[√(A² + 4Bt) − A].

For x ≪ A/2 the growth is linear, x ≈ (B/A)t, with B/A = k_s C*/N. For x ≫ A it is parabolic, x ≈ √(Bt). The interface constant k_s enters B/A but not B.

To see how strongly k_s controls the thickness, write the growth law as x²/B + x/k_l = t, where k_l = B/A. Vary k_l at fixed t and B:

(2x/B + 1/k_l) dx = x dk_l/k_l².

Dividing by x and by the bracket, and using dk_l/k_l = dk_s/k_s,

d ln x/d ln k_s = (1/k_l)/(2x/B + 1/k_l) = A/(A + 2x).

This sensitivity is near 1 in a thin oxide and tends to 0 in a thick one. For the lightly doped surface of the example it is 0.97 at 0.1 h and 0.39 at 10 h.

**How donors raise the Fermi level**

Donors are taken as fully ionized, and carriers as dilute enough for Boltzmann statistics. With net donor concentration N_net, neutrality and the mass-action law read

n − p = N_net, np = n_i².

Eliminating p gives n² − N_net n − n_i² = 0. With z = n/n_i and s = N_net/(2n_i) this is z² − 2sz − 1 = 0, whose positive root is

z = s + √(1 + s²).

Since n is proportional to exp(E_F/kT), and z = 1 at the intrinsic level E_i,

E_F = E_i + kT ln z.

Here n_i belongs to the oxidation temperature, not to room temperature. At 900 °C the example has n_i = 4.1×10¹⁸ cm⁻³, so donors well below that value hardly move E_F during oxidation.

For 1×10²⁰ cm⁻³ donors, s = 10²⁰/(2 × 4.106×10¹⁸) = 12.18 and z = 12.18 + 12.22 = 24.4. With kT = 0.1011 eV the Fermi level rises by 0.1011 × ln 24.4 = 0.323 eV.

**How the Fermi level raises the vacancy number**

Take the vacancies as dilute and in equilibrium, with equal degeneracy for all charge states. Forming a neutral vacancy V⁰ exchanges no electron with the crystal, so its concentration C_0 does not depend on E_F. Adding an electron to it costs E₋ − E_F, where E₋ is the first acceptor level. A second electron costs E₌ − E_F. Removing an electron from V⁰ costs E_F − E₊, where E₊ is the donor level. The Boltzmann factors are therefore

C₊/C_0 = exp[(E₊ − E_F)/kT] = c₊/z,

C₋/C_0 = exp[(E_F − E₋)/kT] = c₋z,

C₌/C_0 = exp[(2E_F − E₋ − E₌)/kT] = c₌z².

The coefficients c are the same exponentials with E_F replaced by E_i. The ratio of total vacancies to their intrinsic number is

v = (1 + c₊/z + c₋z + c₌z²)/(1 + c₊ + c₋ + c₌).

Measured from the valence edge, the example has E_i = 0.411 eV, E₊ = 0.350 eV, E₋ = 0.242 eV and E₌ = 0.692 eV. These give c₊ = 0.547, c₋ = 5.297 and c₌ = 0.327. Then

v = (1 + 0.02 + 129.2 + 194.8)/(1 + 0.547 + 5.297 + 0.327) = 325.0/7.171 = 45.3.

Of the increase, 39% is V⁻ and 61% is V⁼. The doubly charged state overtakes the singly charged one when c₌z² > c₋z, that is, at z > 5.297/0.327 ≈ 16. This is why the effect climbs faster than the doping at high concentration.

The vacancy formula was tested by summing over every microstate of a four-site lattice with a neutral formation energy of 3.0 eV. The sum gave the same v, 45.33, and a neutral concentration unchanged by doping.

**From vacancies to the linear rate**

The oxide takes up more room than the silicon it replaces: a layer of silicon 0.45 nm thick becomes 1 nm of oxide. In the model a vacancy at the interface helps to provide that room. The reaction is given two parallel routes, one independent of vacancies and one proportional to their total concentration C_V:

k_s = k_a + k_v C_V.

All charge states are counted as equally effective. Let γ = k_v C_V,i/k_s,i be the share of the vacancy route in intrinsic silicon (subscript i). Then k_a = (1 − γ)k_s,i and k_v C_V = γ v k_s,i, so

k_s/k_s,i = 1 − γ + γv = 1 + γ(v − 1) ≡ f.

With D, C* and N unchanged, B is unchanged, B/A is multiplied by f, and A is divided by f.

At 900 °C the fitted share is γ = 0.0489, and

f = 1 + 0.0489 × (45.33 − 1) = 3.17.

A route that carries 5% of the reaction in intrinsic silicon carries γv/f = 0.0489 × 45.33/3.17 = 70% of it in the doped material.

Three comparisons at fixed temperature and fixed γ separate the possible causes within the model:

- If negative vacancies are forbidden, f = 0.98. The higher Fermi level then only removes V⁺, and the acceleration disappears.
- If 9.9×10¹⁹ cm⁻³ acceptors are added to the donors, f = 1.005. There are nearly twice as many dopant atoms, but the Fermi level is almost back at E_i.
- If the donors are replaced by 1×10²⁰ cm⁻³ acceptors, f = 1.05. V⁺ increases, but it starts from a small population, and V⁻, the main intrinsic species, is lost.

The last figure covers the vacancy route alone. It does not describe a dopant that enters the oxide and changes D.

**How large the thickness difference becomes**

The oxidant parameters are D = 3.5×10⁻¹⁰ cm²/s, C* = 3.0×10¹⁹ cm⁻³, N = 4.5×10²² cm⁻³ and intrinsic k_s = 6.3×10⁻⁶ cm/s. They give B = 0.168 µm²/h on both surfaces. Let subscript d mark the doped surface. The intrinsic A_i is 1111 nm and the doped A_d is 1111/3.168 = 351 nm. The linear constant B/A rises from 151 to 479 nm/h.

After one hour, with B = 168000 nm²/h,

x_i = √(555.6² + 168000) − 555.6 = 135 nm,

x_d = √(175.4² + 168000) − 175.4 = 270 nm.

The other times follow in the same way:

- 0.1 h: 14.9 and 42.7 nm, excess 27.8 nm, ratio 2.86
- 1 h: 134.8 and 270.5 nm, excess 135.6 nm, ratio 2.01
- 10 h: 855 and 1133 nm, excess 278 nm, ratio 1.33
- 100 h: 3581 and 3927 nm, excess 347 nm, ratio 1.10

The ratio falls while the excess grows, and both trends follow from the growth law. From x² + Ax = Bt,

d ln x/d ln t = Bt/[x(A + 2x)] = (x + A)/(A + 2x) = (1 + u)/(1 + 2u), u = x/A.

This falls as u rises. The doped surface has the larger x and the smaller A, hence the larger u, so its thickness grows by a smaller fraction in each interval and the ratio declines from f towards 1.

For the excess, note that A + 2x = √(A² + 4Bt), so at a given time dx/dt = B/√(A² + 4Bt). The surface with the smaller A grows faster at every time. At long times √(A² + 4Bt) ≈ 2√(Bt), so x ≈ √(Bt) − A/2 and the excess tends to

(A_i − A_d)/2 = (1111.1 − 350.7)/2 = 380 nm.

Doping therefore matters mainly in the linear regime only when the thicknesses are compared as a ratio. In nanometres, most of the difference builds up later: the excess is 36% of its limit after one hour and 73% after ten.

At equal thickness, rather than equal time, the ratio of growth rates is (A_i + 2x)/(A_d + 2x). It is 2.9 at 20 nm, 2.0 at 200 nm and 1.2 at 2000 nm.

**Dependence on doping and temperature**

At 900 °C, f is 1.005 for 1×10¹⁸ cm⁻³ donors, 1.08 for 1×10¹⁹, 1.35 for 3×10¹⁹, 3.2 for 1×10²⁰ and 8.0 for 2×10²⁰. The last doubling multiplies f − 1 by 7.02/2.17 = 3.2, between the factor 2 expected of V⁻ alone and the factor 4 expected of V⁼ alone. These two bounds assume dilute carriers. At 2×10²⁰ cm⁻³ that assumption is poor: with Fermi-Dirac statistics f − 1 grows by a factor of 4.4 in this doubling.

Temperature has less effect on f than the growth of n_i might suggest. For 1×10²⁰ cm⁻³ donors, f is 2.96 at 800 °C, 3.17 at 900 °C, 3.30 at 1000 °C and 3.35 at 1100 °C. From 800 to 1100 °C, v falls from 112 to 10.8, but γ rises from 0.018 to 0.239, and the two changes nearly cancel. With these parameters a hotter furnace does not remove the linear-rate enhancement. The thickness ratio may still change, because it also depends on A and B at the new temperature, which are not calculated here.

**How far to trust the numbers**

The parameters are rough, rounded values of the kind used in silicon process models. About 0.13 µm of steam oxide in an hour at 900 °C is a realistic scale for lightly doped silicon with a (100) surface, and 1×10²⁰ cm⁻³ is an ordinary active concentration for a phosphorus-doped contact layer. Real devices also break the assumption of uniform doping. Phosphorus is largely rejected by the growing oxide and piles up at the interface. If that doubles the active surface concentration, f moves from 3.2 to 8.0 with Boltzmann statistics, and from 3.8 to about 13 with Fermi-Dirac statistics. A layer thinner than the silicon consumed also ends the comparison: 100 h would consume about 0.45 × 3.9 = 1.8 µm, so that entry illustrates a limit and is not a forecast for a shallow layer.

Other omissions, each changed with the remaining inputs fixed, have these effects:

- Fermi-Dirac statistics require a higher E_F for the same electron density and raise f to 3.8. If heavy doping also lowers the conduction edge by 0.05 eV, with the vacancy levels held fixed, f becomes 2.3.
- Moving the V⁼ level down or up by 0.05 eV gives f = 3.9 or 2.7.
- A 10% rise in B, caused by a larger D, raises the doped growth rate by 0.9% at 20 nm but by 9% at 2000 nm. At 2000 nm this is about half of the 17% that doping adds through the interface.
- Oxidant stored in the oxide is at most C*/N = 0.07% of that incorporated, which supports the steady profile.

At a known surface concentration, each of these changes moves f by less than a factor of two. An unknown pile-up can move it further, as the value 8.0 shows. An error in γ, which was not varied here, would come on top.

The mechanism has a further difficulty. Could the bulk crystal deliver one vacancy for each oxidized silicon atom? If self-diffusion proceeds by vacancies, the supply over a depth L is of the order of n_Si D_self v/L, where n_Si = 5×10²² cm⁻³ is the atomic density of silicon. With a rough intrinsic D_self = 2×10⁻¹⁸ cm²/s and L = 10 nm,

5×10²² × 2×10⁻¹⁸ × 45.3/10⁻⁶ = 4.5×10¹² cm⁻² s⁻¹.

The doped surface initially consumes 3.0×10¹⁴ silicon atoms per cm² and second, so this supply covers 1.5% of the need. The figure depends on the chosen depth: L = 1 nm would give 15%. Two refinements raise it. A tracer self-diffusivity includes the correlation factor of vacancy jumps, 0.5 in the diamond lattice, so the vacancy flux is twice as large. Also, only 70% of the reaction goes by the vacancy route. Together they give 4.3% at 10 nm and 43% at 1 nm, still short of the need. On this estimate, for depths of 1 nm or more, vacancies cannot be used up one per atom from the bulk. They would have to be renewed at the interface, or serve repeatedly as sites.

Oxidation also injects self-interstitials, which recombine with vacancies and can hold them below equilibrium. If this halved C_V under the doped surface alone, f would drop to 1 + 0.0489 × (22.7 − 1) = 2.1.

**What to do about it**

Calibrate the doped surface separately, using the active donor concentration at the interface during oxidation. The implanted dose is not enough, because activation, diffusion and pile-up all intervene.

Measure several thicknesses, not one. Dividing the growth law by x gives

t/x = A/B + x/B.

A plot of t/x against x is a straight line if the initial oxide is negligible and the doping at the interface stays constant. If doping changes only the interface reaction, the doped and undoped lines have the same slope, and their intercepts differ by the factor f. A changed slope can mean a changed B, which the vacancy route does not supply, but a drifting surface concentration can imitate it. Suppose that pile-up raises the donors at the interface from 1×10²⁰ to 1.7×10²⁰ cm⁻³, in proportion to the oxide thickness, while 400 nm of oxide grows. Between 50 and 400 nm the plot then stays within 2% of a straight line, yet its slope suggests a B about 30% too large. Visible curvature suggests drift or a failure of the growth law, but a nearly straight plot does not exclude drift.

To test the Fermi-level explanation, compare compensated silicon with silicon holding the same donors alone. The model predicts that nearly all the acceleration disappears, provided that the added acceptors do not alter the oxide and that the compensation survives at the interface. The second condition is hard to meet with phosphorus and boron, because phosphorus piles up there while boron is drawn into the oxide. Starting from the compensated example above, a 10% rise in donors and a 10% fall in acceptors already give f = 1.2; doubled donors and halved acceptors give 5.3 with Boltzmann statistics and 7.5 with Fermi-Dirac statistics. Both active concentrations at the interface must therefore be known during the oxidation. If they stay balanced, the comparison would separate the Fermi level from the mere presence of donor atoms, but it would not by itself identify vacancies as the sites.

Finally, choose the oxidation time by the tolerance that matters. At fixed temperature and doping, a longer oxidation brings the thickness ratio closer to 1, but it increases the difference in oxide thickness in nanometres. After one hour the excess oxide is 136 nm, and about 0.45 × 136 = 61 nm more silicon has been consumed on the doped side. A shorter oxidation reduces both differences in nanometres at the price of a larger ratio. The main values are in the numerical output.

Table of computed values

```
Temperature: 900 C = 1173.15 K; kT = 0.1011 eV
Active donors: 1.0e+20 cm^-3
DOS masses n, p: 1.08, 1.15 electron masses
Gap 0.812 eV; Nc 2.178e+20, Nv 2.393e+20 cm^-3
Intrinsic density n_i: 4.106e+18 cm^-3; level E_i 0.4110 eV
Vacancy levels +/0, 0/-, -/=: 0.350, 0.242, 0.692 eV
z = n/n_i: 24.40; Fermi level 0.7339 eV; rise 0.3229 eV
Order of the next three lines: V0, V+, V-, V=
Intrinsic, relative to V0: 1.0000, 0.5470, 5.2968, 0.3272
Doped, relative to V0: 1.0000, 0.0224, 129.2284, 194.7801
Share of the vacancy increase: 0.00, -0.17, 38.99, 61.18 %
Enumerated V0 doped/intrinsic: 1.00000000
Total vacancy ratio v: 45.33 (enumerated 45.33)
Intrinsic vacancy-route share gamma: 0.0489
Linear-rate factor f: 3.168
Vacancy-route share when doped: 0.700
f without negative vacancies: 0.983
f with 9.9e19 cm^-3 acceptors added: 1.005
f for 1e20 cm^-3 acceptors only: 1.050
Oxidant: D 3.50e-10 cm2/s, C* 3.0e+19 cm^-3, N 4.50e+22 cm^-3
Intrinsic k_s 6.30e-06 cm/s; doped k_s 1.996e-05 cm/s
B: 0.1680 um2/h (both)
B/A intrinsic 151.2, doped 479.0 nm/h
A intrinsic 1111.1, doped 350.7 nm
t 0.1 h: x intrinsic 14.9, doped 42.7, excess 27.8 nm; ratio 2.862
t 1 h: x intrinsic 134.8, doped 270.5, excess 135.6 nm; ratio 2.006
t 10 h: x intrinsic 854.6, doped 1132.6, excess 278.0 nm; ratio 1.325
t 100 h: x intrinsic 3580.7, doped 3927.2, excess 346.5 nm; ratio 1.097
Limit of excess thickness: 380.2 nm
Rate ratio at equal thickness 20 nm: 2.946
Rate ratio at equal thickness 200 nm: 2.013
Rate ratio at equal thickness 2000 nm: 1.175
dln x/dln k_s, intrinsic, at 0.1 h 0.974, at 10 h 0.394
Largest relative error, numeric vs closed growth: 1.1e-07
Donors 1e+18 cm^-3, 900 C: z 1.13, v 1.10, f 1.005
Donors 1e+19 cm^-3, 900 C: z 2.79, v 2.59, f 1.078
Donors 3e+19 cm^-3, 900 C: z 7.44, v 8.17, f 1.351
Donors 1e+20 cm^-3, 900 C: z 24.40, v 45.33, f 3.168
Donors 2e+20 cm^-3, 900 C: z 48.73, v 144.51, f 8.020
800 C, 1e20 cm^-3: n_i 1.98e+18 cm^-3, z 50.51, v 111.55, gamma 0.0177, f 2.962
1000 C, 1e20 cm^-3: n_i 7.69e+18 cm^-3, z 13.08, v 20.98, gamma 0.1150, f 3.297
1100 C, 1e20 cm^-3: n_i 1.33e+19 cm^-3, z 7.66, v 10.84, gamma 0.2386, f 3.347
f with Fermi-Dirac carriers: 3.828
f with Fermi-Dirac and 0.05 eV lower band edge: 2.274
f with V= level 0.05 eV lower 3.931, higher 2.681
Doped rate change for B +10% at 20, 200, 2000 nm: 0.94, 5.09, 9.12 %
Stored/incorporated oxidant, upper bound: 6.7e-04
Silicon consumed per oxide thickness: 0.45
Rough intrinsic self-diffusivity: 2.0e-18 cm2/s; supply depth 10 nm
Bulk vacancy supply 4.53e+12, silicon use 2.99e+14 cm^-2 s^-1; ratio 1.5e-02
```
